# NV ground triplet: levels, aligned crossing and field from two resonances

## The problem

The negatively charged nitrogen-vacancy (NV) centre in diamond has an electronic ground state of spin 1. Take the $z$ axis along the line joining the nitrogen atom and the vacancy. In a magnetic field of magnitude $B$, at polar angle $\theta$ to this axis and azimuth $\alpha$ around it, the spin Hamiltonian divided by Planck's constant is

$$\frac{H}{h}=D\left(S_z^2-\tfrac23\right)+b\left[\cos\theta\,S_z+\sin\theta\,(\cos\alpha\,S_x+\sin\alpha\,S_y)\right],\qquad b=\gamma B .$$

The spin matrices are dimensionless and $\gamma=g\mu_B/h$. The Zeeman term has a plus sign because the electron's magnetic moment is opposite to its spin. The constant $-2D/3$ makes the trace zero and changes no transition frequency.

The zero-field splitting of the centre is about 2.9 GHz. As an input of the model, take $D=2.870$ GHz, treated as exact, and use the free-electron $g=2.00232$, so that $\gamma=0.028025$ GHz/mT. The model leaves out strain, electric fields, hyperfine coupling and the small difference between the centre's $g$ and the free-electron value. Energies are expressed as frequencies in GHz, and fields are in mT. The digits quoted below are those of this model with exact inputs; part (d) shows how much they move when the inputs are uncertain.

**(a)** Find the cubic equation for the three levels. On which features of the field direction do they depend?

**(b)** Solve the cubic and put the roots in order.

**(c)** For which nonzero fields do two levels cross?

**(d)** Two resonances are observed at 2.600 and 3.400 GHz. Both are known to start from the lowest level. Find $B$ and $\theta$, and say what about the field direction remains unknown.

## Hints

**For (a).** Use the basis $m=+1,0,-1$. The azimuth enters as a phase of the off-diagonal elements. Can a new choice of phases for the basis states remove it?

**For (b).** A cubic without a quadratic term can be compared with the identity $4\cos^3\varphi-3\cos\varphi=\cos3\varphi$.

**For (c).** Suppose that neighbouring basis states are coupled. Choose the first component of an eigenvector and see how much freedom the eigenvalue equation leaves for the other two.

**For (d).** Two frequencies fix the spacings of three levels, and the zero trace fixes their absolute positions. The coefficients of the cubic then follow from its roots.

## Full solution

### (a) The cubic

For spin 1, the elements of $S_x$ between neighbouring $m$ are $1/\sqrt2$. With $S_y$ included, the element between $m=+1$ and $m=0$ is

$$\langle +1|\frac{H}{h}|0\rangle=\frac{b\sin\theta}{\sqrt2}\,e^{-i\alpha},$$

and $\langle0|H/h|-1\rangle$ has the same value. Define new basis states $|{+1}'\rangle=e^{-i\alpha}|{+1}\rangle$ and $|{-1}'\rangle=e^{i\alpha}|{-1}\rangle$, leaving $|0\rangle$ as it is. In the first element the bra contributes $e^{+i\alpha}$, and in the second the ket does. Both elements become real. The levels therefore cannot depend on $\alpha$, as expected for a Hamiltonian whose zero-field part is symmetric about $z$.

With the abbreviations $u=b\cos\theta$ and $w=b\sin\theta/\sqrt2$, the matrix is

$$M=\begin{pmatrix}D/3+u&w&0\\ w&-2D/3&w\\ 0&w&D/3-u\end{pmatrix}.$$

The diagonal follows from $S_z^2=1$ for $m=\pm1$ and $S_z^2=0$ for $m=0$. Expanding $\det(\lambda-M)$ along the first row gives

$$\left(\lambda-\tfrac D3-u\right)\left[\left(\lambda+\tfrac{2D}3\right)\left(\lambda-\tfrac D3+u\right)-w^2\right]-w^2\left(\lambda-\tfrac D3+u\right)=0.$$

The two terms in $w^2$ add, and their $u$ parts cancel:

$$\left(\lambda+\tfrac{2D}3\right)\left[\left(\lambda-\tfrac D3\right)^2-u^2\right]-2w^2\left(\lambda-\tfrac D3\right)=0 .$$

The part without field is

$$\left(\lambda+\tfrac{2D}3\right)\left(\lambda^2-\tfrac{2D}3\lambda+\tfrac{D^2}9\right)=\lambda^3-\tfrac{D^2}3\lambda+\tfrac{2D^3}{27},$$

because the two $\lambda^2$ terms cancel and the linear terms give $D^2/9-4D^2/9=-D^2/3$. The field part is

$$-(u^2+2w^2)\lambda-\tfrac{2D}3u^2+\tfrac{2D}3w^2 .$$

Since $2w^2=b^2\sin^2\theta$, the bracket is $u^2+2w^2=b^2$. The constant terms combine to

$$-\tfrac D3b^2(2\cos^2\theta-\sin^2\theta)=-\tfrac D3b^2(3\cos^2\theta-1).$$

The cubic is therefore

$$\lambda^3-p\lambda-q=0,\qquad p=\frac{D^2}3+b^2,\qquad q=-\frac{2D^3}{27}+\frac{Db^2}{3}(3\cos^2\theta-1).$$

The direction enters through $\cos^2\theta$ alone. Reversing the field, or turning it about the axis, leaves all three levels unchanged.

### (b) The ordered roots

Set $\lambda=2\sqrt{p/3}\,\cos\varphi$. Writing $p=3(p/3)$ in the linear term,

$$\lambda^3-p\lambda=2\left(\frac p3\right)^{3/2}\left(4\cos^3\varphi-3\cos\varphi\right)=2\left(\frac p3\right)^{3/2}\cos3\varphi .$$

This must equal $q$. Define $\chi$ between $0$ and $\pi$ by

$$\cos\chi=\frac{q/2}{(p/3)^{3/2}} .$$

The right side lies between $-1$ and $1$: a Hermitian matrix has three real eigenvalues, and a cubic of this form has three real roots, counted with multiplicity, under just that condition. To see this, note that $\lambda^3-p\lambda$ has a local maximum $+2(p/3)^{3/2}$ at $\lambda=-\sqrt{p/3}$ and a local minimum $-2(p/3)^{3/2}$ at $\lambda=+\sqrt{p/3}$, so it takes the value $q$ three times only if $|q|\le2(p/3)^{3/2}$. The equation $\cos3\varphi=\cos\chi$ then gives

$$\lambda_k=2\sqrt{\frac p3}\,\cos\frac{\chi-2\pi k}{3},\qquad k=0,1,2 .$$

For $0\le\chi\le\pi$, the cosine is at least $1/2$ for $k=0$, between $-1/2$ and $1/2$ for $k=1$, and at most $-1/2$ for $k=2$. The roots $k=0,1,2$ are thus the highest, middle and lowest levels.

At zero field, $p/3=D^2/9$ and $q/2=-D^3/27$, so $\cos\chi=-1$ and $\chi=\pi$. The three cosines are $1/2$, $1/2$ and $-1$. They give a degenerate pair at $D/3$ and a single level at $-2D/3$, which is the zero-field splitting $D$.

### (c) Where levels cross

First let the field be tilted, so that $\sin\theta\ne0$ and, with $b\neq0$, also $w\ne0$. Write an eigenvector as $(c_+,c_0,c_-)$. The first two rows of $Mc=\lambda c$ give

$$c_0=\frac{\lambda-D/3-u}{w}\,c_+,\qquad c_-=\frac{\lambda+2D/3}{w}\,c_0-c_+ .$$

Once $c_+$ is chosen, the whole vector is fixed. If $c_+=0$, all components vanish and there is no eigenvector. Each eigenvalue thus has one eigenvector, up to a factor. A degenerate level of a Hermitian matrix would need two independent ones, so a tilted field gives no crossing, however small the tilt.

Now let the field lie along $+z$. Then $w=0$, and $m$ labels the levels:

$$E_{+}=\frac D3+b,\qquad E_0=-\frac{2D}3,\qquad E_-=\frac D3-b .$$

Their differences are $E_+-E_0=D+b$, $E_+-E_-=2b$ and $E_--E_0=D-b$. For $b>0$, the last one alone can vanish, and it does so at $b=D$:

$$B_\times=\frac D\gamma=\frac{2.870}{0.028025}\ \mathrm{mT}=102.4\ \mathrm{mT}.$$

At this field the Zeeman energy has lowered $m=-1$ by just the zero-field splitting. Below it the lowest state is $m=0$; above it the lowest state is $m=-1$. For a field along $-z$, the states $m=+1$ and $m=-1$ exchange roles and the crossing field is the same.

The levels can pass through each other because an aligned field conserves $m$, so nothing couples the two states. This is a statement about the present Hamiltonian. The transverse hyperfine coupling, left out here, changes the electronic $m$ by one while changing the nuclear projection the other way. It can therefore open gaps between some of the combined electron-nuclear levels.

### (d) Field and angle from two frequencies

Let $f_1$ and $f_2$ be the positions of two levels measured from the level that both transitions share. Here the shared level is the lowest, so both are positive: $f_1=2.600$ and $f_2=3.400$ GHz. If the shared level is at $\lambda_s$, the zero trace requires $3\lambda_s+f_1+f_2=0$. The three levels are

$$-\frac{f_1+f_2}3,\qquad \frac{2f_1-f_2}3,\qquad \frac{2f_2-f_1}3 .$$

For roots of $\lambda^3-p\lambda-q=0$, the sum is zero, the sum of products in pairs is $-p$, and the product is $q$. Squaring the zero sum shows that the sum of squares is $2p$. Therefore

$$2p=\frac{(f_1+f_2)^2+(2f_1-f_2)^2+(2f_2-f_1)^2}{9}=\frac{6f_1^2+6f_2^2-6f_1f_2}{9},$$

where the mixed terms are $2-4-4=-6$ times $f_1f_2$. Thus $p=(f_1^2+f_2^2-f_1f_2)/3$. Subtracting $D^2/3$ gives

$$b^2=\frac{f_1^2+f_2^2-f_1f_2-D^2}{3}.$$

The field magnitude thus follows without knowledge of its direction. The product of the levels is

$$q=-\frac{(f_1+f_2)(2f_1-f_2)(2f_2-f_1)}{27},$$

and solving the expression for $q$ in part (a) for the angle gives

$$\cos^2\theta=\frac13+\frac{q+2D^3/27}{Db^2}.$$

As a check on the signs, an aligned field below the crossing has $f_1=D-b$ and $f_2=D+b$. Then $f_1^2+f_2^2-f_1f_2=(2D^2+2b^2)-(D^2-b^2)=D^2+3b^2$, and the first formula returns $b^2$.

**Numbers.** The magnitude is obtained from

$$b^2=\frac{6.7600+11.5600-8.8400-8.2369}{3}=0.41437\ \mathrm{GHz}^2,$$

so $b=0.64371$ GHz and $B=0.64371/0.028025=22.97$ mT. For the angle,

$$q=-\frac{6.000\times1.800\times4.200}{27}=-1.6800\ \mathrm{GHz}^3,\qquad \frac{2D^3}{27}=1.7511\ \mathrm{GHz}^3,$$

$$\cos^2\theta=0.3333+\frac{0.0711}{2.870\times0.41437}=0.3931 .$$

Taking the angle between $0$ and $90^\circ$ gives

$$B=22.97\ \mathrm{mT},\qquad \theta=51.2^\circ .$$

The angle $180^\circ-\theta$ fits equally well, and the azimuth is undetermined, because neither affects the levels.

The levels are at $-2.000$, $0.600$ and $1.400$ GHz. The root formula agrees: with $p=3.160$ GHz² and the above $q$, it has $\chi=2.461$ rad and gives the same three values. Direct diagonalization of the matrix at the inferred field returns the two input frequencies. It also shows that the lowest state has weight 0.97 on $m=0$, so the tilted field has mixed the basis states only slightly in this level.

**How errors enter.** Hold the two frequencies fixed and vary $D$. Differentiating $3b^2=f_1^2+f_2^2-f_1f_2-D^2$ gives $6b\,db=-2D\,dD$, or

$$\frac{\partial b}{\partial D}=-\frac{D}{3b}=-1.486$$

in the example. An error in $D$ therefore matters more as the field becomes weaker. The changes found by solving the diagonalized problem again are:

| Raised by 1 MHz | Change in $B$ (mT) | Change in $\theta$ |
|---|---:|---:|
| $D$ | $-0.053$ | $-0.11^\circ$ |
| lower resonance | $+0.017$ | $+0.09^\circ$ |
| upper resonance | $+0.039$ | $+0.02^\circ$ |

If each of the three frequencies is uncertain by 1 MHz, the worst combination of signs changes $B$ by about 0.11 mT and $\theta$ by about $0.2^\circ$, to first order. An error in an isotropic $g$ acts differently. It rescales $B=b/\gamma$ but leaves $\theta$ alone, because the angle formula contains $b$ and not $B$. For a real centre, $g\approx2.0028$ would give $B=22.96$ mT and a crossing at 102.38 rather than 102.41 mT. A low-temperature value $D\approx2.877$ GHz would give $B=22.59$ mT and $\theta=50.4^\circ$ from the same two lines. The hyperfine coupling to $^{14}$N, left out here, spreads each resonance into components about 2.1 MHz apart, so the centre of each group is the frequency to use.

The inversion loses accuracy in two limits. As $b\to0$, the angle formula divides one small quantity by another, which reflects the fact that a vanishing field has no direction. Near $\theta=0$ or $90^\circ$, the relation $d(\cos^2\theta)=-\sin2\theta\,d\theta$ shows that a small error in $\cos^2\theta$ becomes a large error in angle. The exception is a small tilt near the crossing field $b=D$. There the lowest gap is linear in $\theta$ (Variation 1), the error in $\cos^2\theta$ shrinks along with the tilt, and the angle stays well determined. At a tilt of $1^\circ$, errors of 1 MHz in the two frequencies and $D$ move $\theta$, to first order, by at most $0.014^\circ$ at $b=D$ but by about $8^\circ$ at $b=0.3D$. Measurement error can even push the computed $\cos^2\theta$ outside the interval from 0 to 1. A clear violation of that interval, or a negative $b^2$, means that the data, the value of $D$, the assumed shared level or the model is at fault.

## Variation 1: a slightly tilted field near the crossing

**Question.** The field is tilted by a small angle $\theta$, in radians. How large is the smallest gap between the two lowest levels near $b=D$, and at which field does it occur?

**Solution.** The states $m=0$ and $m=-1$ are nearly degenerate and are coupled by $w\simeq b\theta/\sqrt2$. The state $m=+1$ lies about $2D$ above them. It couples to $m=0$ with the same strength, but not directly to $m=-1$. By second-order perturbation theory it pushes $m=0$ down by

$$\frac{w^2}{2D}\simeq\frac{D^2\theta^2/2}{2D}=\frac{D\theta^2}4 .$$

Before the two near-degenerate states are mixed, their separation is therefore

$$\Delta=\left(\frac D3-b\cos\theta\right)-\left(-\frac{2D}3-\frac{D\theta^2}4\right)=D-b\cos\theta+\frac{D\theta^2}{4}.$$

A two-level matrix with separation $\Delta$ and coupling $w$ has

$$\text{gap}^2=\Delta^2+4w^2\simeq\Delta^2+2b^2\theta^2 .$$

Write $b=D(1-\varepsilon)$, where $\varepsilon$ is of order $\theta^2$. With $\cos\theta\simeq1-\theta^2/2$, the separation becomes $\Delta\simeq D(\varepsilon+3\theta^2/4)$. Apart from terms of order $\theta^4$ that do not contain $\varepsilon$ and so do not affect the position of the minimum,

$$\frac{\text{gap}^2}{D^2}\simeq\left(\varepsilon+\frac{3\theta^2}4\right)^2+2\theta^2-4\varepsilon\theta^2 .$$

Setting the derivative with respect to $\varepsilon$ to zero gives $2(\varepsilon+3\theta^2/4)=4\theta^2$, so $\varepsilon=5\theta^2/4$. To leading order,

$$\text{gap}_{\min}\simeq\sqrt2\,D\theta,\qquad b_{\min}\simeq D\left(1-\frac{5\theta^2}{4}\right).$$

The gap grows linearly with the tilt, while the position of the minimum moves down quadratically. Diagonalization gives the following comparison:

| Tilt | Gap (GHz) | Law (GHz) | Field (mT) | Law (mT) |
|---|---:|---:|---:|---:|
| $1^\circ$ | 0.0708 | 0.0708 | 102.37 | 102.37 |
| $5^\circ$ | 0.3529 | 0.3542 | 101.44 | 101.43 |

At $5^\circ$ the law overestimates the gap by about 0.4% of the diagonalized value. A misalignment of one degree already opens a gap of about 71 MHz, yet it moves the minimum by only about 0.04 mT from the aligned crossing.

## Variation 2: the shared level is not known

**Question.** The same lines, 2.600 and 3.400 GHz, are observed and are known to share a level, but it is not known which one. Which fields are possible?

**Solution.** The derivation in part (d) nowhere required the shared level to be the lowest, so its formulas hold for any shared level if $f_1$ and $f_2$ carry signs. A level below the shared one has a negative $f$. Both signs are positive if the lowest level is shared, opposite if the middle one is shared, and negative if the highest one is shared. The spectrum supplies only the magnitudes, so there are four readings.

For a shared middle level, the product $f_1f_2$ changes sign:

$$b^2=\frac{6.7600+11.5600+8.8400-8.2369}{3}=6.3077\ \mathrm{GHz}^2,$$

which gives $B=89.62$ mT. If the smaller gap lies below the middle level, then $f_1=-2.600$ and $f_2=3.400$ GHz, and

$$q=-\frac{0.800\times(-8.600)\times9.400}{27}=2.395\ \mathrm{GHz}^3,$$

$$\cos^2\theta=0.3333+\frac{2.395+1.751}{2.870\times6.3077}=0.562 .$$

If the larger gap lies below, both signs are reversed. This leaves $b^2$ unchanged and reverses $q$, so $\cos^2\theta=0.298$. For a shared highest level, $b^2$ is the same as in part (d), but $q=+1.680$ GHz³ gives $\cos^2\theta=3.22$, which is impossible. The allowed readings are:

| Shared level | $B$ (mT) | $\theta$ | Third line (GHz) |
|---|---:|---:|---:|
| lowest | 22.97 | $51.2^\circ$ | 0.800 |
| middle, smaller gap below | 89.62 | $41.4^\circ$ | 6.000 |
| middle, larger gap below | 89.62 | $56.9^\circ$ | 6.000 |

Diagonalization at each of these fields reproduces the required spacings, so all three are genuine solutions of the model. The third line is the transition between the two levels that are not shared, at $|f_1-f_2|$. Finding it at 0.800 GHz selects the weak field, although that line is hard to see: its squared spin matrix element, summed over the three directions, is 0.07 against about 0.95 for the two observed lines, and both levels it joins have weight below 0.02 on $m=0$. Finding it at 6.000 GHz selects the strong field but leaves two possible angles, because both orders of the gaps give the same three frequencies.

Prior knowledge of the field can replace the third line. For the same pair of magnitudes, a shared middle level gives a $b^2$ larger by $2|f_1f_2|/3$ than a shared lowest level. In this example, knowing that the field is below 50 mT is enough to select the answer of part (d).

## Table of computed values

```
D = 2.870 GHz, g = 2.00232
gamma = 0.028025 GHz/mT
aligned crossing D/gamma = 102.409 mT
aligned crossing from diagonalization = 102.409 mT
tilt 1 deg: smallest gap = 0.0708 GHz, small-tilt law 0.0708 GHz
tilt 1 deg: at B = 102.370 mT, small-tilt law 102.370 mT
tilt 5 deg: smallest gap = 0.3529 GHz, small-tilt law 0.3542 GHz
tilt 5 deg: at B = 101.437 mT, small-tilt law 101.434 mT
input resonances = 2.600 and 3.400 GHz
b^2 = 0.41437 GHz^2, b = 0.64371 GHz
p = 3.16000 GHz^2, q = -1.68000 GHz^3
cos^2(theta) = 0.39312
RESULT: B = 22.969 mT, theta = 51.17 deg
cubic angle chi = 2.46071 rad
levels, lowest to highest = -2.00000, 0.60000, 1.40000 GHz
resonances from diagonalization = 2.60000 and 3.40000 GHz
m=0 weight in lowest state = 0.9705
lowest shared: cos^2(theta) = 0.3931, allowed
  B = 22.969 mT, theta = 51.17 deg, third line = 0.800 GHz
middle shared, smaller gap below: cos^2(theta) = 0.5624, allowed
  B = 89.617 mT, theta = 41.42 deg, third line = 6.000 GHz
middle shared, larger gap below: cos^2(theta) = 0.2978, allowed
  B = 89.617 mT, theta = 56.93 deg, third line = 6.000 GHz
highest shared: cos^2(theta) = 3.2185, rejected
number of allowed readings = 3
db/dD: numerical -1.4862, formula -1.4862
D +1 MHz: B changes -0.0531 mT, theta -0.106 deg
lower resonance +1 MHz: B changes +0.0166 mT, theta +0.091 deg
upper resonance +1 MHz: B changes +0.0388 mT, theta +0.019 deg
```
